Step Caps and Logarithmic Variables in Newton Iteration for Fluoride Equilibria

**One species**

Let one dissolved species have concentration c = K xⁿ, where x is an unknown concentration and K and n are positive constants. Its total T is prescribed, so the equation to solve is g = c − T = 0. Newton's method in x uses dg/dx = n c/x and gives the relative step

δx/x = −(c − T)/(n c) = (T/c − 1)/n ≡ d.

In the variable y = ln x the derivative is dg/dy = n c, and the step is δy = −(c − T)/(n c), the same number d. The two methods differ in what they do with it:

ordinary: x → x(1 + d)
logarithmic: x → x eᵈ.

For n = 1 the ordinary update gives x T/c = T/K, the root, in one step. The logarithmic update does not. If c is a hundredth of T, then d = 99 and x is multiplied by e⁹⁹. If c is far above T, then d ≈ −1 and x falls by a factor e per step. Logarithms are thus no guarantee of speed: after the factor e⁹⁹ it takes about a hundred steps to come back to the root, unless the step is limited.

That limit is the setting treated here. A program that optimizes orbitals by Newton steps can limit the largest step and use an exponential update. The fluoride equilibrium of an oxide-etching bath has the same two ingredients and is small enough to analyse fully. The last section says what carries over.

**The fluoride equations**

Concentrations are in mol/L, the natural unit here, and logarithms are taken of their numerical values. The solution is ideal and the temperature fixed. With h = [H⁺] and f = [F⁻], mass action gives

[HF] = h f/K_a
[HF₂⁻] = K_b [HF] f = K_b h f²/K_a
[(HF)₂] = K_d [HF]² = K_d h² f²/K_a²
[OH⁻] = K_w/h.

Every concentration is a constant times powers of h and f. With y = (ln h, ln f),

c_i = K_i exp(a_i·y),

where the exponent rows a_i are (1,0) for H⁺, (0,1) for F⁻, (1,1) for HF, (1,2) for HF₂⁻, (2,2) for (HF)₂ and (−1,0) for OH⁻. Each row also counts the protons and fluorides in the species, with OH⁻ counted as water minus one proton.

The bath contains total fluoride T_F and an inert cation of concentration M, brought in as fluoride salt or hydroxide. Each HF supplies one proton and one fluoride, each salt unit one fluoride and one cation, and each hydroxide unit one cation and minus one proton. The proton total is therefore T_H = T_F − M. With T = (T_H, T_F), the two balances are

g = Σ_i a_i c_i − T = 0.

Subtracting the first component from the second leaves

[F⁻] + [HF₂⁻] + [OH⁻] − [H⁺] − M = 0,

which is charge neutrality. It is contained in the balances and must not be added as a third equation.

**Why there is one positive solution**

Since ∂c_i/∂y_j = a_ij c_i, the vector g is the gradient of

Φ(y) = Σ_i c_i(y) − T·y.

A second differentiation gives the matrix H_jk = Σ_i c_i a_ij a_ik. For any vector v,

vᵀH v = Σ_i c_i (a_i·v)² ≥ 0.

If this vanishes, the H⁺ row requires v₁ = 0 and the F⁻ row requires v₂ = 0. Hence H is positive definite, Φ is strictly convex, and there is at most one stationary point.

For existence, move from any point along a ray, y = y₀ + r v with r → ∞. If some a_i·v > 0, that concentration grows exponentially and outweighs the linear term, so Φ → ∞. If no a_i·v is positive, the H⁺ and OH⁻ rows together force v₁ = 0, and the F⁻ row leaves v₂ < 0. Then −T·v r = T_F |v₂| r, which grows if T_F > 0. A closed convex set without a ray in it is bounded, so the regions where Φ lies below a given value are bounded, and a minimum exists. For T_F ≤ 0 there is no solution, because a sum of positive fluoride terms would have to equal T_F. There is no such restriction on T_H, which is negative in an alkaline bath with M > T_F. A case of this kind was tested against a separate bracketing calculation.

**One Newton step, two updates**

In logarithms the Newton step d solves H d = −g. In ordinary concentrations x = (h, f), the chain rule gives ∂g_j/∂x_k = H_jk/x_k, so the equation for δx is

Σ_k H_jk (δx_k/x_k) = −g_j.

This is the same linear system, with the solution δx_k = x_k d_k. As in the special case, both methods compute one d at a given point and then apply it as x_k(1 + d_k) or x_k exp(d_k). Finite differences confirm the relation.

This holds for the two reduced equations in h and f. Treating all six concentrations as unknowns, with the mass-action laws as further equations, would define a different ordinary iteration, which is not compared here.

Because 1 + d ≤ eᵈ, the ordinary update never lands above the logarithmic one from the same point. This helps when d is large and positive. When d_k < −1, however, the ordinary update makes a concentration negative, and at d_k = −1 it makes it zero. With one species and n ≥ 1 this cannot happen, since d > −1/n. With several species it can, as the worked first step below shows.

**How the step is limited**

Multiplying H d = −g by dᵀ gives

g·d = −dᵀH d < 0,

so a short enough move along d lowers Φ. To judge a trial displacement s in y, put u_i = a_i·s. Then c_i becomes c_i exp(u_i), and

ΔΦ = Σ_i c_i(exp(u_i) − 1) − T·s.

The definition of g gives T·s = Σ_i c_i u_i − g·s. Therefore

ΔΦ = g·s + Σ_i c_i (exp(u_i) − 1 − u_i).

This form avoids subtracting two nearly equal values of Φ when the step is small.

The damped logarithmic method tries s = t d. It starts with t = 1, or with the smaller t that keeps the largest |s_k| at a cap C, and halves t until

ΔΦ ≤ σ t g·d, 0 < σ < 1/2.

The damped ordinary method makes the update x_k(1 + t d_k), which in logarithms is s_k = ln(1 + t d_k). It uses the same acceptance rule, but instead of a cap it has the condition t d_k ≥ −β, with a fixed β slightly below 1 (0.95 in all runs below), so that x stays positive.

Both methods converge from every positive start. On the bounded region where Φ does not exceed its starting value, H has a smallest eigenvalue m > 0 and d is bounded. Trial displacements are bounded too, so the second derivatives met on the way are bounded. For the ordinary update, ln(1 + t d_k) differs from t d_k by at most a constant times t² d_k². In both cases, then, with some constant B,

ΔΦ ≤ t g·d + B t² |d|².

Since −g·d ≥ m|d|², the acceptance rule holds as soon as B t ≤ (1 − σ)m. Halving therefore stops at a t above some fixed t₀ > 0, and each step lowers Φ by at least σ t₀ m|d|². As Φ has a minimum, the sum of all |d|² is finite. Hence d → 0, g = −H d → 0, and the iterates approach the unique root. Close to it ΔΦ ≈ ½ g·d for t = 1, which satisfies the rule because σ < 1/2, so full steps return.

**The last digits**

Let e = y − y* be the logarithmic error, and write q = Σ_i a_i c_i (a_i·e)² at the root. To second order,

g(y) = H* e + ½ q and H(y) e = H* e + q.

After a full logarithmic step the error is

e + d = H⁻¹(H e − g) ≈ ½ H*⁻¹ q ≡ Q(e).

The ordinary step moves y by ln(1 + d_k) ≈ d_k − ½ d_k². To leading order d_k² = e_k², so its next error is

Q_k(e) − ½ e_k².

Both methods are quadratic. For one species with n = 1, Q = ½ e² and the ordinary error vanishes, in agreement with the one-step solution found at the start. Both laws were tested against actual Newton steps.

With errors measured by their larger component, the worst coefficient over all directions is 1.91 for logarithms and 1.41 for ordinary concentrations in the bath without salt. In the buffered bath the values are 2.55 and 2.05. An error of 0.01 thus becomes, to leading order, at most about 2 × 10⁻⁴ or 1.4 × 10⁻⁴ in the first bath. This difference is small beside the gain of the step itself, which in this bath is a factor of at least about 50 in either set of variables.

**Two baths**

The model constants are K_a = 10⁻³ mol/L, K_b = 5 L/mol, K_d = 2 L/mol and K_w = 10⁻¹⁴ mol²/L². Both baths have T_F = 1 mol/L. One has no salt; the other is buffered with M = 0.5 mol/L. The solutions, in mol/L, are

species: no salt / buffered
H⁺: 0.0330 / 0.000600
F⁻: 0.0114 / 0.274
HF: 0.377 / 0.165
HF₂⁻: 0.0215 / 0.226
(HF)₂: 0.284 / 0.0543

The fluoride balance without salt reads 0.0114 + 0.3770 + 2(0.0215) + 2(0.2842) = 1.000. In the buffered bath the negative charge is 0.2745 + 0.2261 = 0.5006, which equals M + h. Buffering lowers h by a factor of 55 and raises HF₂⁻ by a factor of about 10. An etch-rate law that depends on these species would take such numbers as input; no rate is computed here. Activity corrections, larger fluoride clusters and dissolved silicon species are left out, and at these concentrations they could change the composition of a real bath.

**A first step by hand**

Take the bath without salt and a plain guess: h = 10⁻⁷ (neutral water) and f = 1 (all fluoride free). Then [HF] = 10⁻⁴, [HF₂⁻] = 5 × 10⁻⁴, and the dimer is negligible. The sums are

H₁₁ ≈ 6.00 × 10⁻⁴, H₁₂ ≈ 1.10 × 10⁻³, H₂₂ ≈ 1.002
g₁ ≈ −0.9994, g₂ ≈ 1.10 × 10⁻³.

The determinant is about 6.00 × 10⁻⁴. Cramer's rule gives

d₁ = −(H₂₂ g₁ − H₁₂ g₂)/det ≈ 1.67 × 10³
d₂ = −(H₁₁ g₂ − H₁₂ g₁)/det ≈ −1.83.

Both dangers are present at once. A full logarithmic step would multiply h by e to the power 1670. A full ordinary step would make f negative.

With C = 5 the damped logarithmic method scales d by 5/1670. It raises ln h by 5 and hardly moves f. The largest logarithmic error falls from 12.7 to 7.71, which is the cap at work. The ordinary method may use t up to 1/1.83 = 0.55. At that limit h would grow by a factor 1 + 1670/1.83 ≈ 910, a gain of 6.8 in ln h; stopping short of the boundary, the method reaches an error of 5.94. Its displacement ln(1 + t d₁) grows only logarithmically with d₁, so upward steps carry a partial brake of their own; from other starts the descent test still has to shorten them.

After five steps the errors are 0.89 (logarithmic) and 0.14 (ordinary), and the ordinary error is still the smaller one after nine. Yet both runs take 10 steps in all. This tie depends on the stopping rule: a run ends with one last step once the computed step is below 10⁻⁸, and the ordinary error after eight steps, 1.35 × 10⁻⁸, just misses that threshold. With a threshold of 10⁻⁷ the ordinary run would take 9 steps and the logarithmic run still 10. Near the root the logarithmic error goes from 3.98 × 10⁻³ to 2.47 × 10⁻⁶, a coefficient of 0.16, while the ordinary error goes from 1.29 × 10⁻⁴ to 1.35 × 10⁻⁸, a coefficient of 0.81. Both lie below the worst values above. The smaller worst case does not decide which coefficient is smaller in a particular run, because the direction of the error matters as well.

**What the cap costs**

A capped step changes no component of y by more than C. A start at logarithmic distance L from the root, measured by the larger component, therefore needs at least L/C steps. From h = 10⁻¹⁰ to the root without salt, L = ln(0.0330/10⁻¹⁰) = 19.6, so at least 10 steps are needed for C = 2, 4 for C = 5 and 2 for C = 10. Once this bound is smaller than the number of steps needed anyway, a larger cap has little left to gain.

The averages over 121 starts, with h and f each running from 10⁻¹⁰ to 1 mol/L, show this saturation:

mean steps for C = 2, 5, 10
no salt: 12.5, 9.5, 8.7; damped ordinary: 8.6
buffered: 12.8, 9.7, 9.0; damped ordinary: 9.5

Going from 2 to 5 saves about three steps, going from 5 to 10 less than one. The counts are Newton steps; evaluations of ΔΦ during halving are not included. These differ between the methods: on average about 9 to 10 per run for logarithms at C = 5 or 10, and about 15 for the damped ordinary method.

At C = 5, ordinary concentrations need fewer steps from 69 starts without salt, logarithms from 27, and 25 are equal. In the buffered bath the numbers are 56, 46 and 19. The longest ordinary run takes 17 steps in either bath, the longest logarithmic run 20 and 22. At C = 10 the means without salt are practically equal, and in the buffered bath the logarithmic mean is the lower one. The ranking thus depends on the bath and on the cap. On these grids, logarithmic variables bring no general saving in Newton steps over a properly damped ordinary iteration, although at C = 5 or 10 they need fewer evaluations of ΔΦ.

**What happens without damping**

An undamped logarithmic run is stopped as failed when |ln h| or |ln f| exceeds 80. With this limit, only 19 of the 121 starts in each bath reach the root, and the other runs leave the permitted range. The exact count depends on the limit. This failure is at least visible.

Undamped ordinary iteration converges from every start, but not always to the solution. Without salt, 17 starts end at a root with a concentration that is not positive; in the buffered bath 68 do, more than half. The equations have several such roots. One in the first bath, found by starting from the true solution with both signs reversed and not typical of the 17 runs, is h = −0.03495, f = −0.01157. The product h f is positive, so [HF] = 0.404 and [(HF)₂] = 0.327 look normal, while [HF₂⁻] = −0.0234. The fluoride sum is

−0.0116 + 0.404 − 0.0468 + 0.654 = 1.000

within rounding. The residual is as small as at the true solution, so a residual test cannot reject this root. A sign test can.

Checking the first step is not enough. Without salt, only 10 starts have a first full step that fails to stay positive, so at least 7 of the 17 bad runs go wrong later. In the buffered bath the first step fails for 36 starts, which leaves at least 32 later failures.

**Rounding far from the root**

If one species dominates, H is nearly c a aᵀ, a matrix of rank one. When that species contains both a proton and a fluoride, as the dimer does, Cramer's rule subtracts nearly equal products; when it is H⁺, F⁻ or OH⁻, the large term sits in one diagonal element and this cancellation does not arise. The computed step can then be lost to rounding far from the root. The cure is to cancel the large squares by algebra. With X_ik = a_i1 a_k2 − a_i2 a_k1, exchanging the summation labels and averaging gives

det H = ½ Σ_ik c_i c_k X_ik²
H₂₂g₁ − H₁₂g₂ = −½ Σ_ik c_i c_k (a_i2 − a_k2) X_ik − Σ_i c_i a_i2 w_i
H₁₁g₂ − H₁₂g₁ = ½ Σ_ik c_i c_k (a_i1 − a_k1) X_ik + Σ_i c_i a_i1 w_i

with w_i = a_i2 T_H − a_i1 T_F. Terms with i = k vanish, so no single concentration appears squared. The step in this form was tested against high-precision arithmetic far from the root. The program accepts convergence only when the residual is small as well as the step.

**Choosing the settings**

For fluoride balances of this kind:

- Keep the descent test on in either set of variables. The proof of convergence from every positive start relies on it; a cap or a positivity limit alone is not covered by that proof.
- In logarithms, choose the cap from the expected distance L, so that L/C is a few steps. For the grid of starts used here, C = 5 and C = 10 served well, and C = 2 was needlessly slow. Far above the root the Newton steps can be short by themselves, as in the one-species example, and a larger cap then does not help.
- In ordinary concentrations, limit the step by positivity. If the step is not limited, check the signs of the result.
- Logarithms keep concentrations positive without a separate condition on the step. Do not expect them to save Newton steps; with a suitable cap they did save halvings on the grids used here.

For orbital optimization the structure carries over, but the numbers do not. Orbitals updated by exp(κ) with real κᵀ = −κ stay orthonormal, since exp(κ)ᵀexp(κ) = exp(−κ)exp(κ) = 1, just as exp(d) keeps concentrations positive. But κ contains rotation angles, and an angle of 5 is most of a full turn, so a cap suited to logarithms of concentrations has no meaning there.

The energy as a function of the orbitals also need not be convex. If H has a negative eigenvalue, g·d = −dᵀH d can be positive, and then no cap, however small, turns d into a descent step. The step must first be changed, for instance by solving (H + μ1)d = −g with μ large enough to make H + μ1 positive definite. Then g·d = −dᵀ(H + μ1)d < 0, and limiting the length of the step is useful again. If the gradient and H are computed correctly and the energy still rises for arbitrarily short moves along the Newton step, H is not positive definite, and a smaller cap will not cure this.

A summary of the step counts and the error history are in the numerical output.

Values computed for the example and the checks

```
HF dissociation constant: 1.0e-03 mol/L
HF2- formation constant: 5.0 L/mol
(HF)2 formation constant: 2.0 L/mol
Water ion product: 1.0e-14 mol^2/L^2
Total fluoride, both baths: 1.00 mol/L
Cation, no salt / buffered: 0.00 / 0.50 mol/L
Concentrations, no salt / buffered (mol/L):
  H+     3.29787e-02 / 6.00152e-04
  F-     1.14313e-02 / 2.74497e-01
  HF     3.76990e-01 / 1.64740e-01
  HF2-   2.15474e-02 / 2.26103e-01
  (HF)2  2.84242e-01 / 5.42785e-02
  OH-    3.03226e-13 / 1.66625e-11
-log10 h, no salt / buffered: 1.4818 / 3.2217
no salt: worst error coefficient log/ordinary: 1.908 / 1.408
buffered: worst error coefficient log/ordinary: 2.547 / 2.047
Negative root, no salt, h / f: -0.03495 / -0.01157 mol/L
Starts per bath: 121, h and f from 1e-10 to 1e+00 mol/L
Step limit: 300; log caps: 2, 5, 10 (5 unless stated)
no salt, damped log, mean steps by cap: 12.49, 9.50, 8.67
  damped ordinary, mean steps: 8.64
  largest steps, log / ordinary: 20 / 17
  fewer steps: log 27, ordinary 69, equal 25 starts
  undamped log: 19 reach the root, 102 fail
  undamped ordinary: 104 physical, 17 unphysical, 0 fail
  first ordinary full step not positive: 10 starts
buffered, damped log, mean steps by cap: 12.84, 9.70, 9.03
  damped ordinary, mean steps: 9.53
  largest steps, log / ordinary: 22 / 17
  fewer steps: log 46, ordinary 56, equal 19 starts
  undamped log: 19 reach the root, 102 fail
  undamped ordinary: 53 physical, 68 unphysical, 0 fail
  first ordinary full step not positive: 36 starts
History, no salt, start h / f: 1.0e-07 / 1.0 mol/L
Step, largest |ln(x/root)|: damped log, damped ordinary
   0  1.27e+01  1.27e+01
   1  7.71e+00  5.94e+00
   2  5.21e+00  2.26e+00
   3  2.55e+00  1.08e+00
   4  1.76e+00  5.05e-01
   5  8.87e-01  1.38e-01
   6  1.92e-01  1.29e-02
   7  3.98e-03  1.29e-04
   8  2.47e-06  1.35e-08
   9  1.52e-12  6.00e-15
  10  6.00e-15  6.00e-15
Total steps in this history, log / ordinary: 10 / 10
```
